\section*{Focus and the Quarter-Pitch Edge of a Three-Beam Line-Space Image}

\section{The question}

A mask of equal lines and spaces is lit by one plane wave along the optical axis. The lens passes three diffracted beams. As the wafer moves out of focus, the bright spaces dim and the dark lines brighten, yet the intensity a quarter pitch from the centre of a space keeps the value 0.25 relative to clear field. Why does focus not act there, and when does this hold a printed edge in place?

\section{The mechanism: two waves that cancel each other}

Defocus changes the image because beams that travel at different angles acquire different phases. The zero order travels along the axis. The two first orders travel at equal and opposite angles, so they lag behind the zero order by the same amount.

At a quarter pitch from a space centre the two first-order waves have equal amplitudes and opposite signs. Their sum is zero. A common phase lag multiplies that sum, and zero times any phase factor is still zero. What remains is the zero order, whose amplitude is one half because half the mask is open. Its intensity is one quarter.

The intensity, being the squared modulus of the amplitude, also contains a second harmonic, with half the period. It does not vanish at this point; its part in the balance is worked out below.

A constant intensity is not yet a fixed edge. Take a resist that switches sharply at one threshold intensity $T$. Its edge lies where the image crosses $T$. The quarter-pitch point is an edge if $T=0.25$ and the intensity really crosses that value there. Both conditions are examined below.

\section{From the mask to the image}

Let $p$ be the pitch at wafer scale, $q=2\pi/p$, and $x=0$ the centre of a space. The mask transmission is 1 for $|x|<p/4$ and 0 over the rest of the period. Its Fourier coefficients are
\begin{align}
a_m&=\frac1p\int_{-p/4}^{p/4}e^{-imqx}\,dx
=\frac{\sin(m\pi/2)}{m\pi}\qquad(m\ne0),\\
a_0&=\frac12,\qquad a_{\pm1}=\frac1\pi,\qquad a_{\pm2}=0 .
\end{align}
A fully open mask would have $a_0=1$ and no other order, so clear-field intensity is 1.

Let $\lambda$ be the wavelength and $z$ the defocus in air, with $z=0$ at best focus. Order $m$ has direction sine $m\lambda/p$. The lens, of numerical aperture NA, passes orders 0 and $\pm1$ and blocks the second if
\begin{equation}
\frac{\lambda}{p}<\mathrm{NA}<\frac{2\lambda}{p}.
\end{equation}
For equal lines and spaces the second order is absent anyway, but this condition also covers small errors in mask width.

The field is treated as a scalar. This describes light polarized along the lines (TE), for which the electric fields of all three beams are parallel. Each plane wave must satisfy the wave equation, so its wavevector has length $k=2\pi/\lambda$. With $s=\lambda/p$, the axial component is $k$ for the zero order and $k\sqrt{1-s^2}$ for both first orders. The first orders thus lag by
\begin{equation}
\phi(z)=\frac{2\pi z}{\lambda}\left(1-\sqrt{1-s^2}\right).
\label{eq:phi}
\end{equation}
For small $s$, the bracket tends to $s^2/2$ and $\phi\simeq\pi\lambda z/p^2$: a coarse grating tolerates more defocus.

Adding the three waves gives
\begin{align}
E&=e^{ikz}\left[\frac12+\frac1\pi e^{-i\phi}
\left(e^{iqx}+e^{-iqx}\right)\right]\\
&=e^{ikz}\left[\frac12+\frac2\pi e^{-i\phi}\cos qx\right].
\label{eq:field}
\end{align}
The factor $e^{ikz}$ has modulus 1. Write $c=\cos qx$ and take the squared modulus:
\begin{align}
I&=\frac14+2\cdot\frac12\cdot\frac2\pi c\cos\phi
+\frac4{\pi^2}c^2\\
&=\frac14+\frac2\pi c\cos\phi+\frac4{\pi^2}c^2 .
\label{eq:image}
\end{align}
Focus enters through the middle term, the interference between the zero order and the first-order pair. At $x=p/4$ we have $qx=\pi/2$ and $c=0$, hence
\begin{equation}
I(p/4,z)=\frac14\qquad\text{for every }z .
\end{equation}

To see the intensity harmonics, use $c^2=(1+\cos2qx)/2$:
\begin{equation}
I=\left(\frac14+\frac2{\pi^2}\right)
+\frac2\pi\cos\phi\cos qx+\frac2{\pi^2}\cos2qx .
\label{eq:harm}
\end{equation}
At quarter pitch $\cos2qx=-1$. The second harmonic cancels the extra $2/\pi^2$ in the mean. The intensity fundamental is zero there, since $\cos qx=0$, so $1/4$ is all that remains.

\section{Why more beams need not spoil it}

If a larger pitch lets further orders through, the quarter-pitch intensity stays $1/4$ for equal lines and spaces, although the slope and the extra edges derived below for three beams change. Each pair $\pm m$ shares one defocus phase and contributes in proportion to $2a_m\cos(m\pi/2)$ at quarter pitch. For odd $m$ the cosine is zero; for even $m\neq0$ the coefficient is zero. Only the zero order remains. In terms of symmetry, the transmission minus one half is odd about a mask edge, and on-axis defocus preserves this oddness.

A test with $p=1200$ nm, where orders $\pm3$ also pass, gave 0.2500 at quarter pitch throughout the focus range sampled.

Now let the open fraction be $D$. Integrating from $-Dp/2$ to $Dp/2$ gives $a_0=D$ and $a_m=\sin(\pi mD)/(\pi m)$. With three beams, the first-order pair still cancels at $p/4$, and the intensity there is $D^2$. This point remains independent of focus, but it is no longer the mask edge. If second orders pass as well, their cosine at quarter pitch is $-1$, and the field there is
\begin{equation}
D-2a_2e^{-i\phi_2},
\end{equation}
where $\phi_2$ is the lag of the second orders. This does depend on focus. For $D=0.40$, $2a_2=\sin(0.8\pi)/\pi=0.187$, so the intensity swings between $(0.400-0.187)^2=0.045$ and $(0.400+0.187)^2=0.345$. The numerical output for the 1200 nm pitch shows this range.

\section{When the fixed point is an edge}

Differentiate Eq.~(\ref{eq:image}), using $dc/dx=-q\sin qx$:
\begin{equation}
\frac{\partial I}{\partial x}
=-q\sin qx\left(\frac2\pi\cos\phi+\frac8{\pi^2}c\right).
\end{equation}
At $p/4$, $\sin qx=1$ and $c=0$, so
\begin{equation}
\left.\frac{\partial I}{\partial x}\right|_{p/4}
=-\frac{2\pi}{p}\,\frac2\pi\cos\phi=-\frac4p\cos\phi .
\label{eq:slope}
\end{equation}
The position is fixed but the steepness is not. One measure of edge quality is the normalized log-slope, the feature width times $|\partial I/\partial x|/I$. For width $p/2$ it is
\begin{equation}
\frac p2\,\frac{(4/p)|\cos\phi|}{1/4}=8|\cos\phi| .
\end{equation}

All the edges at $T=1/4$ follow by factoring Eq.~(\ref{eq:image}):
\begin{equation}
I-\frac14=\frac4{\pi^2}\,c\left(c+\frac\pi2\cos\phi\right).
\label{eq:factor}
\end{equation}
The first factor gives the fixed edges. The second gives additional ones at $c=-(\pi/2)\cos\phi$, which is possible when $|\cos\phi|\le2/\pi$. Three stages follow as $\phi$ grows from zero:
\begin{itemize}
\item For $\cos\phi>2/\pi$, the fixed edges are the only ones.
\item Once $\cos\phi$ falls below $2/\pi$, the line centre, $c=-1$, rises above threshold. A false bright strip opens inside the line, although the original edges have not moved.
\item At $\phi=\pi/2$, $I=1/4+(4/\pi^2)c^2$. The image has half the original period and touches 0.25 without crossing it, so there is no edge. Beyond this focus the slope at $p/4$ has the opposite sign. At $\phi=\pi$ the bright and dark regions have exchanged places.
\end{itemize}

\subsection*{Other thresholds}

For general $T$, set $I=T$ in Eq.~(\ref{eq:image}) and multiply by $\pi^2/4$:
\begin{equation}
c^2+\frac\pi2c\cos\phi+\frac{\pi^2}{4}\left(\frac14-T\right)=0 .
\end{equation}
The quadratic formula gives
\begin{equation}
c=\frac\pi4\left[-\cos\phi+\sqrt{\cos^2\phi-1+4T}\right].
\label{eq:threshold}
\end{equation}
The plus sign selects the root that tends to $c=0$ as $T\to1/4$ when $\cos\phi>0$. The root must be real and satisfy $|c|\le1$. At $T=1/4$ the square root equals $\cos\phi$ and focus drops out. Close to that threshold, the slope in Eq.~(\ref{eq:slope}) gives
\begin{equation}
x-\frac p4\simeq-\frac{p\,(T-1/4)}{4\cos\phi}.
\label{eq:linear}
\end{equation}
A small threshold error is thus magnified by defocus through $1/\cos\phi$, as long as $4|T-1/4|\ll\cos^2\phi$. Near $\phi=\pi/2$ this estimate fails and Eq.~(\ref{eq:threshold}) must be used; for $T<1/4$ the edge disappears once $\cos^2\phi<1-4T$.

\section{Numbers for a 500 nm pitch}

Take $\lambda=248$ nm, $p=500$ nm and NA $=0.70$, so lines and spaces are 250 nm wide. The first-order sine is $s=248/500=0.496$. It lies inside the pupil, while the second-order sine, 0.992, lies outside. The first-order cosine is 0.8683, and Eq.~(\ref{eq:phi}) gives a phase of 3.336 rad per micrometre of defocus.

At $z=150$ nm, $\phi=3.336\times0.150=0.500$ rad and $\cos\phi=0.877$. At the space centre $c=1$, and at the line centre $c=-1$:
\begin{align}
I_{\rm space}&=0.250+0.637\times0.877+0.405=1.214,\\
I_{\rm line}&=0.250-0.637\times0.877+0.405=0.097 .
\end{align}
At best focus these values are 1.292 and 0.019. The image has clearly lost contrast, but the edge is at 125.0 nm in both cases. From Eq.~(\ref{eq:harm}), the mean is 0.4526 and the second harmonic contributes $-0.2026$ at quarter pitch, leaving 0.2500.

The log-slope falls from 8.0 at best focus to $8\times0.877=7.0$ at 150 nm. The line centre reaches threshold when $\phi=\arccos(2/\pi)=0.881$ rad, or $z=0.881/3.336=0.264\ \mu$m. At 300 nm defocus its intensity is 0.312, so a false space has opened even though the original edge is still at 125.0 nm. The edge slope vanishes at $(\pi/2)/3.336=0.471\ \mu$m. Since $\cos\phi$ is even in $z$, the same distances apply on the other side of focus.

Setting $T=0.25$ means choosing the exposure so that a clear area receives $1/0.25=4$ times the dose at which the resist switches. For $T=0.30$, the edge is at 119.0 nm in focus and 118.3 nm at 150 nm defocus. For $T=0.20$, it moves from 131.6 to 132.7 nm. The linear estimate (\ref{eq:linear}) for $T=0.30$ is a displacement of $-500\times0.05/4=-6.25$ nm in focus; the full result is $-5.97$ nm. The difference comes from the $c^2$ term, which makes the profile curved.

\section{Aberrations and tilted light}

An even aberration, such as spherical aberration, gives both first orders the same extra phase. That phase adds to $\phi$ and leaves the quarter-pitch intensity unchanged, although it moves the focus of greatest slope.

An odd aberration, such as coma, gives the two orders phases $+\psi$ and $-\psi$. Their sum becomes
\begin{equation}
e^{i(qx+\psi)}+e^{-i(qx+\psi)}=2\cos(qx+\psi).
\end{equation}
The whole pattern shifts by $-\psi/q=-p\psi/2\pi$. For a phase of 0.02 wave at the pupil position of the first order, $\psi=2\pi\times0.02$, this is $-500\times0.02=-10$ nm for both edges. A coma coefficient must first be evaluated at that position, which can change both size and sign. If $\psi$ does not vary with focus, the edges remain fixed in their new places and the space keeps its width.

Tilting the illumination across the lines is different, because defocus itself then creates an odd phase. Let the incident wave have transverse direction sines $(s_x,s_y)$. Half the phase difference between the two first orders is
\begin{equation}
\begin{split}
\psi(z)=\frac{kz}{2}\Big[&\sqrt{1-(s_x+s)^2-s_y^2}\\
&-\sqrt{1-(s_x-s)^2-s_y^2}\Big].
\end{split}
\end{equation}
For small tilt in $x$ alone, expansion of the roots gives $\psi\simeq-kzs s_x/\sqrt{1-s^2}$. Since $q=ks$, the shift is
\begin{equation}
-\frac{\psi}{q}\simeq\frac{z s_x}{\sqrt{1-s^2}} .
\end{equation}
With $s_x=0.05$ and $z=150$ nm this is $150\times0.05/0.868=8.6$ nm. The calculated edge, 133.7 nm, agrees. The pattern slides sideways as focus changes.

A real source contains many such directions, whose intensities add. At quarter pitch, $\cos(\pi/2+\psi)=-\sin\psi$, so one source point gives
\begin{equation}
I=\frac14-\frac2\pi\sin\psi\cos\Phi+\frac4{\pi^2}\sin^2\psi ,
\end{equation}
where $\Phi$ is the lag of the mean first-order phase behind the zero order. Under $s_x\to-s_x$, $\psi$ changes sign and $\Phi$ does not. For a symmetric source the middle term averages to zero:
\begin{equation}
I(p/4,z)=\frac14+\frac4{\pi^2}\left\langle\sin^2\psi\right\rangle .
\label{eq:source}
\end{equation}
This assumes that every source point sends the same three orders through the lens. For small $\psi$ the added intensity grows as $z^2$. In this three-beam image the quarter-pitch intensity is therefore independent of focus only if $\psi=0$ for every source point, which requires $s_x=0$: the light may be tilted along the lines but not across them.

\section{Beside a real exposure}

The example lies in the rough regime of dry KrF lithography. The following process values are also rough: a source radius $\sigma=0.25$ relative to the pupil, a 300 nm resist of index 1.75 and absorption 0.5 per micrometre, and an acid blur of 20 nm standard deviation. This source is small. First orders from part of the source would be clipped above $\sigma=(0.70-0.496)/0.70=0.29$, and Eq.~(\ref{eq:source}) would no longer apply. The effects below are introduced one at a time, with the threshold held at 0.25.

\paragraph{Source size.} At 150 nm defocus the quarter-pitch intensity rises to 0.265, and the edge moves from 125.0 to 127.2 nm. By symmetry the opposite edge moves outward equally, so the space widens by 4.4 nm, or 1.8\% of 250 nm. Among the effects sized in this section, this gives the largest edge movement between the two focus settings. A nearly focus-independent point still exists, but away from the mask edge: the profiles at 75, 150 and 250 nm defocus cross the in-focus profile at 112.8, 112.7 and 112.5 nm, where the intensity is about 0.36.

\paragraph{Polarization.} For light polarized across the lines (TM), the first-order fields tilt. Their transverse components still cancel at quarter pitch, but their axial components add. In resist the first-order sine is $s/n$, with $n$ the index, and the added intensity is
\begin{equation}
\frac4{\pi^2}\left(\frac sn\right)^2
=0.405\times\left(\frac{0.496}{1.75}\right)^2=0.033 .
\end{equation}
The on-axis zero order has no axial field to interfere with this term, so it does not depend on focus. Unpolarized light adds half as much and gives 0.266. At the old threshold the edge is at 127.1 nm in focus and 127.4 nm at 150 nm defocus.

\paragraph{Acid blur.} Gaussian blur of standard deviation $L$ multiplies the second intensity harmonic by $e^{-2q^2L^2}$. The fundamental, which carries the focus dependence, is still zero at quarter pitch. The intensity there becomes
\begin{equation}
\frac14+\frac2{\pi^2}\left(1-e^{-2q^2L^2}\right)=0.274 .
\end{equation}
The edge is at 128.2 nm in focus and 128.6 nm at 150 nm defocus. For blur or polarization taken alone, resetting the threshold to the new quarter-pitch intensity restores a fixed edge at 125 nm, as long as the slope there is not zero.

\paragraph{Resist depth.} With nominal focus at mid-film, the bottom has an extra phase lag of 0.273 rad. This does not alter the quarter-pitch value, but absorption leaves 0.861 of the light, so the value falls to $0.861\times0.25=0.215$. If the slightly longer path of the oblique beams is neglected, so that all three are absorbed equally, the bottom edge is at 120.0 nm, and at 118.4 nm for 150 nm defocus in the direction that adds to the depth phase. One threshold cannot pin the edge at every depth of an absorbing film.

\paragraph{Mask width.} A space of 255 nm has $D=0.51$ and a fixed intensity of $0.51^2=0.260$. At the old threshold the edge is at 126.3 nm in focus and 126.4 nm at 150 nm defocus.

\paragraph{Lens obliquity.} The power crossing a plane is proportional to squared amplitude times the cosine of the beam angle. A lens of reduction 4 therefore raises the first-order amplitude, relative to the zero order, by
\begin{equation}
\left[\frac{\sqrt{1-(s/4)^2}}{\sqrt{1-s^2}}\right]^{1/2}=1.069 .
\end{equation}
The enlarged pair still cancels at quarter pitch. In an image formed in air, the line centre then reaches threshold at 246 nm defocus instead of 264 nm. Inside the resist this gain is nearly undone: for TE light entering index 1.75, the transmitted amplitude of the first orders is 0.938 times that of the zero order, the net factor is $1.069\times0.938=1.002$, and the threshold is reached at 263 nm.

Standing waves, interface transmission that differs between beams, and scattering by a thick mask are left out. The numbers therefore size separate departures from the ideal image; they do not predict the width of a printed line.

\section*{Numbers as computed}
\begin{verbatim}
Wavelength 248 nm; pitch 500 nm; NA 0.70
Line width = space width: 250 nm
First-order sine 0.4960; cosine 0.8683
Amplitudes a0, a1: 0.5000, 0.3183
Phase per defocus: 3.3361 rad/um
Focus rows: z(nm), phi(rad), cos(phi)
  0, 0.0000, 1.0000
  75, 0.2502, 0.9689
  150, 0.5004, 0.8774
  300, 1.0008, 0.5396
Image rows: z(nm), I space, I quarter, I line centre
  0, 1.2919, 0.2500, 0.0187
  75, 1.2721, 0.2500, 0.0385
  150, 1.2138, 0.2500, 0.0967
  300, 0.9988, 0.2500, 0.3118
Edge rows: z(nm), x(nm), slope(1/um), |log-slope|*width
  0, 125.000, -8.000, 8.000
  75, 125.000, -7.751, 7.751
  150, 125.000, -7.019, 7.019
  300, 125.000, -4.317, 4.317
Harmonics at 150 nm: mean 0.4526, first 0.5586, second 0.2026
Line centre reaches 0.25 at z = 264.0 nm
Quarter-pitch slope vanishes at z = 470.8 nm
Dose / clearing dose at threshold 0.25: 4.00
Threshold rows: T, edge at z=0 (nm), edge at z=150 nm (nm)
  0.20, 131.61, 132.67
  0.25, 125.00, 125.00
  0.30, 119.03, 118.28
Five-beam test: pitch 1200 nm, I quarter 0.2500 to 0.2500
Same pitch, duty 0.40: I quarter 0.0453 to 0.3446
Odd phase 0.02 wave: both edges shift -10.00 nm
Illumination sine 0.05: edge at 150 nm = 133.66 nm
Rough source sigma 0.25; acid blur 20 nm
Rough resist: index 1.75, thickness 300 nm
Rough resist absorption 0.50 1/um
Bottom transmission 0.8607; half-film phase 0.2727 rad
Wider space: 255 nm
Effect rows: I quarter at 0,150 nm; edge(nm) at 0,150 nm
  source: 0.2500, 0.2648; 125.00, 127.20
  unpolarized: 0.2663, 0.2663; 127.11, 127.42
  blur: 0.2740, 0.2740; 128.18, 128.65
  resist bottom: 0.2152, 0.2152; 119.96, 118.41
  wider space: 0.2601, 0.2601; 126.25, 126.43
Lens reduction 4; first-order gain 1.0690
With that gain, line centre reaches 0.25 at 246.5 nm
\end{verbatim}
